# Critical Current Density for Thermal Runaway in a Uniform Line

**Q.** A metal line carrying a current warms up until it loses heat as fast as it is heated. A hotter line loses more heat. Why should that balance ever fail?

**A.** Because a hotter metal line can also be heated more strongly. At fixed current the Joule heating is proportional to the resistivity, and if that grows with temperature, heating and loss both rise. The question is which rises faster.

Take a long line of constant cross-section \(A\), with the same temperature at every point. Let \(\theta\) be its temperature rise above ambient, and let

\[
\rho(\theta)=\rho_0(1+\alpha\theta),\qquad \alpha>0,
\]

where \(\rho_0\) and \(\alpha\) refer to the ambient temperature. The current density \(j\) is imposed from outside. The heat loss per unit length is \(g\theta\), with \(g\) constant and measured in W/(m K). The ends do not cool the line.

A length \(\Delta z\) has resistance \(\rho\,\Delta z/A\) and carries the current \(jA\). Its heating power is \((jA)^2\rho\,\Delta z/A=j^2\rho A\,\Delta z\), or \(j^2\rho A\) per unit length. The net power per unit length is therefore

\[
N(\theta)=j^2\rho_0A(1+\alpha\theta)-g\theta .
\]

A steady temperature is a zero of \(N\).

**Q.** That is one linear equation in one unknown. It has a solution unless the coefficient of \(\theta\) happens to vanish. Where is a whole range of currents without a steady state?

**A.** The solution must also describe a metal with positive resistivity, so it must satisfy \(\theta>-1/\alpha\). The lower end of this range is a formal point of the linear law and may lie below absolute zero. That does no harm: with positive resistivity the Joule heating is positive, so any steady rise is positive too. Collect the terms in \(\theta\):

\[
N(\theta)=j^2\rho_0A+\left(j^2\rho_0\alpha A-g\right)\theta .
\]

At the edge of the permitted range, \(\theta=-1/\alpha\), the resistivity and the Joule heating vanish. What remains is

\[
N(-1/\alpha)=-g\left(-\frac1\alpha\right)=\frac g\alpha>0 ,
\]

whatever the current. From this positive value the straight line \(N(\theta)\) can reach zero at a larger \(\theta\) only if its slope is negative. If the slope is negative, it does reach zero, and just once. A physical steady state thus exists if and only if

\[
j^2\rho_0\alpha A-g<0 ,
\]

that is, if \(j<j_c\) with

\[
j_c=\sqrt{\frac{g}{\alpha\rho_0A}} .
\]

At \(j=j_c\) the slope is zero and \(N=g/\alpha\) at every temperature, so the steady state is already lost there. The units agree: \(g/(\alpha\rho_0A)\) has the unit W/(Ω m⁴), which is A²/m⁴.

The sign of \(\alpha\) matters. For \(\alpha=0\) the slope is \(-g\) at every current, and there is no threshold. For \(\alpha<0\) the net power is positive at \(\theta=0\) and equals \(-g/|\alpha|\) at \(\theta=1/|\alpha|\), where the resistivity vanishes. A zero lies between them for every nonzero current, again without a threshold.

**Q.** What happens to the algebraic solution when \(j\) exceeds \(j_c\)? It does not disappear.

**A.** It moves out of the physical range. Write \(x=j/j_c\). The definition of \(j_c\) gives

\[
j^2\rho_0\alpha A=x^2g,\qquad j^2\rho_0A=\frac{x^2g}{\alpha},
\]

so the net power becomes

\[
N(\theta)=g\left[\frac{x^2}{\alpha}-(1-x^2)\theta\right].
\]

Setting this to zero gives

\[
\theta_s=\frac1\alpha\,\frac{x^2}{1-x^2}.
\]

The resistivity at this root is

\[
\frac{\rho}{\rho_0}=1+\alpha\theta_s=1+\frac{x^2}{1-x^2}=\frac1{1-x^2}.
\]

Below threshold this is positive and greater than one. Above threshold it is negative: the root would balance a negative Joule power against heat flowing in from the surroundings. A line with positive resistivity cannot do this, so the root is discarded.

**Q.** The divergence at \(x=1\) still looks like an accident of a denominator. Is there a mechanism behind it?

**A.** Follow the feedback round by round. With the resistivity held at \(\rho_0\), the rise would be \(\theta_1=j^2\rho_0A/g=x^2/\alpha\). Now correct the resistivity for that rise, find the new balance, and repeat:

\[
\theta_{n+1}=\frac{j^2\rho_0A}{g}(1+\alpha\theta_n)=\frac{x^2}{\alpha}+x^2\theta_n .
\]

Each added rise is \(x^2\) times the previous one, so the total is

\[
\frac{x^2}{\alpha}\left(1+x^2+x^4+\cdots\right).
\]

For \(x<1\) this sums to \(\theta_s\). At \(x=1\) each correction causes another of the same size, and the sum has no limit. The quantity \(x^2\) is the gain of the loop: the extra heating caused by a rise of one kelvin, divided by the extra loss caused by the same rise.

**Q.** Put numbers in. I want to know whether the threshold is anywhere near a current one would use.

**A.** Take round model parameters for a line 100 nm wide and 200 nm thick, so that \(A=2.0\times10^{-14}\) m². Let \(\rho_0=4.0\times10^{-8}\) Ω m, \(\alpha=2.5\times10^{-3}\) K⁻¹ and \(g=0.50\) W/(m K). Then

\[
j_c=\sqrt{\frac{0.50}{(2.5\times10^{-3})(4.0\times10^{-8})(2.0\times10^{-14})}}\ \mathrm{A/m^2}
=5.0\times10^{11}\ \mathrm{A/m^2},
\]

which is 50 MA/cm². The corresponding current \(j_cA\) is 10 mA.

The scale of the temperature rise is \(1/\alpha=400\) K. At half the critical current density,

\[
\theta_s=400\ \mathrm K\times\frac{0.25}{0.75}=133\ \mathrm K .
\]

With constant resistivity it would be \(400\ \mathrm K\times0.25=100\) K. The feedback therefore adds one third to the constant-resistivity value.

To find the current density for a permitted rise, solve for \(x\). From \(\alpha\theta_s(1-x^2)=x^2\) follows \(\alpha\theta_s=x^2(1+\alpha\theta_s)\), hence

\[
j=j_c\sqrt{\frac{\alpha\theta_s}{1+\alpha\theta_s}} .
\]

A rise of 10 K has \(\alpha\theta_s=0.025\) and allows \(j=0.156\,j_c\), or 7.8 MA/cm². A rise of 1000 K has \(\alpha\theta_s=2.5\) and is reached at \(0.845\,j_c\), or 42 MA/cm². At \(0.95\,j_c\) the formula gives about 3700 K, which is only a formal value. The threshold is not a safe operating current: the line reaches destructive temperatures while the model still assigns it a steady state. These limits are thermal only; in real interconnects electromigration, which the model ignores, usually restricts a continuous current to lower values still. They also depend on the surroundings through \(j_c\propto\sqrt g\): the value \(g=0.50\) W/(m K) suits roughly a micrometre of poorly conducting dielectric under the line, while silica of the same thickness gives a \(g\) about five times larger and more than doubles \(j_c\).

**Q.** A balance can exist and still be unstable. Does the line actually settle at \(\theta_s\)?

**A.** Let \(c\) be the heat capacity of the metal per unit volume, taken as constant. Assume also that the loss \(g\theta\) follows the line temperature at once, which neglects the heat stored in the surroundings. The stored heat per unit length changes at the rate \(cA\,d\theta/dt=N(\theta)\). Divide by \(g\) and define \(\tau=cA/g\):

\[
\tau\frac{d\theta}{dt}=\frac{x^2}{\alpha}-(1-x^2)\theta .
\]

For \(x\ne1\), move the last term to the left and multiply by \(e^{(1-x^2)t/\tau}\). The left side becomes a total derivative:

\[
\tau\frac{d}{dt}\left[\theta\,e^{(1-x^2)t/\tau}\right]=\frac{x^2}{\alpha}\,e^{(1-x^2)t/\tau}.
\]

Integrate from \(t=0\), where \(\theta=0\), and divide by the exponential:

\[
\theta(t)=\frac{x^2}{\alpha}\,\frac{1-e^{-(1-x^2)t/\tau}}{1-x^2}.
\]

Below threshold the exponential decays and \(\theta\to\theta_s\). The settling time is \(\tau/(1-x^2)\), which grows without limit as \(x\to1\). At threshold the equation reduces to \(\tau\,d\theta/dt=1/\alpha\), so \(\theta=t/(\alpha\tau)\): the line heats at a constant rate. Above threshold the exponent is positive and the temperature runs away exponentially.

With \(c=3.0\times10^6\) J/(m³ K), \(\tau=120\) ns. After one \(\tau\) the rise is 70 K at \(0.5\,j_c\), 400 K at \(j_c\) and 724 K at \(1.2\,j_c\). Nothing abrupt marks the threshold at this early time. The difference lies in what follows: the first line levels off at 133 K, while the other two, within the model, do not level off. A real line embedded in an insulator must warm that insulator as well, so it can settle much more slowly than these times suggest.

**Q.** You have forced the whole line to one temperature. Could a hot spot run away at a lower current, or could an uneven profile survive at a higher one?

**A.** Neither happens, if the cross-section, \(g\) and the thermal conductivity \(\kappa\) are the same all along the line and the ends are insulated. A narrowed or poorly cooled section, which this model excludes, does lower the critical current. Let \(z\) run along the line. Conduction adds a term to the heat equation:

\[
cA\frac{\partial\theta}{\partial t}=\kappa A\frac{\partial^2\theta}{\partial z^2}+N(\theta).
\]

The current density stays equal to \(j\) everywhere, since the same current passes through every cross-section.

For the hot spot, put \(\theta=\theta_s+u(z,t)\). Since \(N(\theta_s)=0\) and \(N\) is linear, \(N(\theta_s+u)=-g(1-x^2)u\). Try \(u\propto\cos(kz)\,e^{st}\). The second derivative gives \(-k^2u\), and division by \(cA\) yields

\[
s=\frac{x^2-1-(k\ell)^2}{\tau},\qquad \ell=\sqrt{\frac{\kappa A}{g}} .
\]

Conduction lowers \(s\) for every \(k\ne0\). The uniform disturbance, \(k=0\), is the first to stop decaying, and it does so at \(x=1\). Any disturbance of the insulated line is a sum of such cosines, so below \(j_c\) all of them decay.

For the uneven profile, set the time derivative to zero and integrate over the length. The conduction term integrates to the difference of the end slopes, which vanish at insulated ends. Since \(N\) is linear, its average is its value at the mean rise \(\bar\theta\). This leaves \(N(\bar\theta)=0\), the same equation as before. A profile with positive resistivity everywhere has \(1+\alpha\bar\theta>0\), so it too requires \(j<j_c\).

**Q.** Real lines end in something colder. Surely that helps.

**A.** It does, and the gain can be calculated. Hold both ends, \(z=\pm L/2\), at ambient temperature. Divide the steady heat equation by \(g\):

\[
\ell^2\theta''-(1-x^2)\theta+\frac{x^2}{\alpha}=0 .
\]

For \(x<1\) let \(p=\sqrt{1-x^2}\). The constant \(\theta_s\) is a particular solution. The symmetric homogeneous solution is \(\cosh(pz/\ell)\), and its coefficient follows from \(\theta(\pm L/2)=0\):

\[
\theta(z)=\theta_s\left[1-\frac{\cosh(pz/\ell)}{\cosh(pL/2\ell)}\right].
\]

For \(x>1\) let \(q=\sqrt{x^2-1}\). The hyperbolic cosine becomes a cosine, and \(\theta_s=-x^2/(\alpha q^2)\), so

\[
\theta(z)=\frac{x^2}{\alpha q^2}\left[\frac{\cos(qz/\ell)}{\cos(qL/2\ell)}-1\right].
\]

This is positive between the ends as long as \(qL/2\ell<\pi/2\). A line with cooled ends can thus be steady somewhat above \(j_c\). The profile diverges when \(qL/2\ell=\pi/2\), or \(x^2-1=(\pi\ell/L)^2\), which gives the new threshold

\[
j_L=j_c\sqrt{1+\left(\frac{\pi\ell}{L}\right)^2}.
\]

**Q.** Beyond that point the cosine formula gives finite values again. How do you know that no acceptable profile returns?

**A.** Multiply the steady equation by \(\phi=\cos(\pi z/L)\) and integrate over the line. Two integrations by parts turn \(\int\phi\,\theta''\,dz\) into \(-(\pi/L)^2\int\phi\,\theta\,dz\). The boundary terms vanish because \(\phi\) and \(\theta\) are both zero at the ends. With \(\int\phi\,dz=2L/\pi\),

\[
\left[x^2-1-\left(\frac{\pi\ell}{L}\right)^2\right]\int\phi\,\theta\,dz=-\frac{2Lx^2}{\pi\alpha}.
\]

The right side is negative. For \(j\ge j_L\) the bracket is zero or positive, so the equation needs \(\int\phi\,\theta\,dz<0\), and at \(j=j_L\) it cannot be satisfied at all. Since \(\phi\) is positive inside the line, \(\theta\) would have to be negative somewhere. But a physical profile has no negative minimum. At such a point conduction brings heat in or contributes nothing, the surroundings supply heat, and Joule heating is not negative, so the sum cannot be zero. No physical steady profile exists for \(j\ge j_L\).

For the example take \(\kappa=200\) W/(m K) and \(L=20\) µm. Then \(\ell=2.83\) µm and

\[
\frac{j_L}{j_c}=\sqrt{1+\left(\frac{\pi\times2.83}{20}\right)^2}=1.094,
\]

so \(j_L=54.7\) MA/cm². At \(0.5\,j_c\) the midpoint rise is 121 K instead of 133 K. For this length the steady range above \(j_c\) is only formal: at \(j=j_c\) the equation reduces to \(\ell^2\theta''=-1/\alpha\), so the midpoint rise is already \(L^2/(8\alpha\ell^2)=2500\) K, and at \(1.05\,j_c\) it is about 5800 K. A short line gains in earnest: for \(L=2\) µm the cosine formula gives a midpoint rise of only 86 K at \(1.75\,j_c\). For \(L\gg\pi\ell\) the threshold returns to \(j_c\). For \(L\ll\pi\ell\) the second term under the root dominates, and

\[
j_L\approx j_c\,\frac{\pi\ell}{L}=\frac{\pi}{L}\sqrt{\frac{\kappa}{\alpha\rho_0}} .
\]

Here \(g\) has cancelled: the heat leaves mainly through the ends.

**Q.** Your \(\rho_0\) and \(\alpha\) refer to ambient. If the surroundings become hotter, \(\rho_0\) rises. Does \(j_c\) not fall?

**A.** Not in this model. Let the ambient temperature rise by \(\Delta\), with \(g\) unchanged, and measure \(\theta\) from the new ambient. The same resistivity law reads

\[
\rho=\rho_0[1+\alpha(\theta+\Delta)]
=\rho_0(1+\alpha\Delta)\left[1+\frac{\alpha}{1+\alpha\Delta}\,\theta\right].
\]

The new ambient resistivity is larger by the factor \(1+\alpha\Delta\), and the new coefficient is smaller by the same factor. Their product, the slope \(d\rho/dT=\rho_0\alpha\), is unchanged, and \(j_c\) contains only this product. The two values must therefore refer to the same temperature.

The steady rise does change. It is proportional to the inverse of the new coefficient, so at fixed \(j\) it grows by the factor \(1+\alpha\Delta\). For \(\Delta=100\) K this factor is 1.25, and the rise at \(0.5\,j_c\) goes from 133 K to 167 K. The line is then hotter by the 100 K of the surroundings and by a further 33 K, while the threshold remains 50 MA/cm².

**Q.** Suppose I apply a voltage instead of a current. A hotter line then draws less current. Does the runaway survive?

**A.** No. Let a fixed electric field \(E\) act along the uniform line. The heating per unit length is \(E^2A/\rho\), which falls as the line warms. The balance is

\[
\frac{E^2A}{\rho_0(1+\alpha\theta)}=g\theta .
\]

Write \(E=y\rho_0j_c\). Then \(E^2A/\rho_0=y^2\rho_0j_c^2A=y^2g/\alpha\). Multiplying the balance by \(\alpha(1+\alpha\theta)/g\) gives

\[
\alpha\theta(1+\alpha\theta)=y^2,\qquad
\theta=\frac{-1+\sqrt{1+4y^2}}{2\alpha}.
\]

The other root of the quadratic has \(\alpha\theta<-1\) for \(y\neq0\) and is excluded by its negative resistivity. The root kept exists for every field. It is stable against a uniform change of temperature, because warming lowers the heating and raises the loss.

The current density is \(j=E/\rho=yj_c/(1+\alpha\theta)\). Squaring and inserting \(y^2=\alpha\theta(1+\alpha\theta)\) gives

\[
\left(\frac{j}{j_c}\right)^2=\frac{\alpha\theta}{1+\alpha\theta}<1 .
\]

The field can be made as large as one likes, but in this line without end cooling the steady current density stays below \(j_c\). With the ends held at ambient the bound is \(j_L\) instead, so a short line at fixed voltage can carry more than \(j_c\). For \(y=2\), the field \(4.0\times10^4\) V/m would drive \(2j_c\) through the line at its ambient resistivity. The steady line is 625 K above ambient and carries \(0.78\,j_c\), or 39 MA/cm².

**Q.** One doubt remains. You let two straight-line laws run to infinite temperature. How much of the threshold depends on that?

**A.** Its value does, and even its existence can: other laws may give a different threshold or none. Return to fixed current and replace \(g\theta\) by a general loss \(Q(\theta)\), continuous and zero at \(\theta=0\), with a general positive, continuous resistivity \(\rho(\theta)\). A steady rise must satisfy

\[
j^2A=\frac{Q(\theta)}{\rho(\theta)} .
\]

The right side starts from zero. A steady state therefore exists for every \(j^2A\) below the largest value that this ratio reaches or approaches, and for none above it. With the two linear laws the ratio is

\[
\frac{g\theta}{\rho_0(1+\alpha\theta)}=\frac{g}{\alpha\rho_0}\,\frac{\alpha\theta}{1+\alpha\theta},
\]

which climbs towards \(g/(\alpha\rho_0)\) without reaching it. This is \(j_c^2A\), as before.

If the loss outgrows the resistivity so strongly that \(Q/\rho\) has no upper limit, a steady state exists at every current, though perhaps at a temperature the metal cannot survive. If the ratio peaks at a finite temperature and never regains that value, the line loses its steady state at a finite rise. If it falls and later climbs past the peak, the line jumps at that current to a much hotter steady state. The formula for \(j_c\) is thus a statement about the linear model. Its practical use is as the scale in \(x=j/j_c\): at moderate rises, where both laws can hold, \(x^2\) measures how strongly the heating feeds itself. The numerical output below lists the values for the example.

## Table of computed values

```
width = 100 nm, thickness = 200 nm
cross-section A = 2.00e-14 m^2
resistivity at ambient rho0 = 4.00e-08 ohm m
temperature coefficient alpha = 2.50e-03 1/K
1/alpha = 400.0 K
heat loss g = 0.50 W/(m K)
heat capacity c = 3.00e+06 J/(m^3 K)
thermal conductivity kappa = 200 W/(m K)
critical current density jc = 50.00 MA/cm^2 = 5.000e+11 A/m^2
critical current = 10.00 mA
net heating at jc, any temperature = 200.0 W/m
steady rise at 0.5 jc = 133.3 K
same with constant resistivity = 100.0 K
steady rise at 0.8 jc = 711.1 K
steady rise at 0.95 jc = 3702.6 K
j for 10 K rise = 7.81 MA/cm^2, j/jc = 0.156
j for 1000 K rise = 42.26 MA/cm^2, j/jc = 0.845
discarded root at 1.2 jc: rise = -1309.1 K
discarded root at 1.2 jc: rho/rho0 = -2.273
time constant tau = 120.0 ns
rise after one tau at 0.5 jc = 70.4 K
rise after one tau at 1.0 jc = 400.0 K
rise after one tau at 1.2 jc = 723.5 K
ambient warmer by 100 K: steady rise at 0.5 jc = 166.7 K
ambient warmer by 100 K: threshold = 50.00 MA/cm^2
thermal length ell = 2.828 um
length of line with cooled ends L = 20 um
threshold with cooled ends = 54.71 MA/cm^2
threshold with cooled ends / jc = 1.0943
cooled ends, midpoint rise at 0.5 jc = 120.9 K
cooled ends, formal midpoint rise at 1.05 jc = 5823 K
fixed field E = 2 rho0 jc = 4.000e+04 V/m
fixed field: steady rise = 624.6 K
fixed field: current density = 39.04 MA/cm^2
fixed field: j/jc = 0.7808
```
